# Hole injection from a hemispherical catalyst into silicon with bulk recombination, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the hole profile and the injected flux

A calculation of hole leakage from an etching catalyst into silicon has to choose the length over which the hole density falls. The flux density is estimated as diffusivity times contact density divided by that length. The two candidates are the catalyst radius and the diffusion length. For a radius of 500 nm and a diffusion length of 88 µm they give answers that differ by a factor of about 176. The choice also decides which input deserves the effort: the size of the particle or the lifetime of the wafer. The theorem below settles it for an isolated catalyst that holds a fixed hole density at its edge.

### Setting and assumptions

In metal-assisted etching, an oxidant takes electrons from a metal particle, and the particle takes electrons from the valence band of silicon. The second transfer injects holes. Some of them are used at once to dissolve silicon at the contact, while others diffuse away. The flux computed here is the net flux that leaves the contact region and enters the silicon. It is not the whole etching current.

The silicon fills the half-space below a plane. The catalyst occupies a hemisphere of radius $a$ whose centre lies in that plane, so the silicon is the region $r>a$ of the half-space, with $r$ the distance from the centre. Let $p$ be the excess hole density, meaning the density above equilibrium. The assumptions are these.

1. The silicon is uniform and n-type with donor density $N$, and $p\ll N$. This is low injection. The excess recombines at the rate $p/\tau$ per volume, with a constant lifetime $\tau$.
2. The region $r>a$ is quasi-neutral, and holes move by diffusion with constant diffusivity $D$.
3. The contact holds $p=p_a>0$ on the whole hemisphere $r=a$.
4. The free silicon surface reflects holes: no hole crosses it or recombines on it.
5. No other catalyst or boundary is near, and the state is steady.
6. Both $p$ and its gradient are square-integrable over the silicon. This expresses decay far from the source.

Assumption 2 needs a reason, because a current through a conductor is accompanied by a field $E$. Electrons must flow to feed the recombination; they may come from a back contact or from the dissolution reaction. If the contact itself passes few electrons, their current density is at most of the order of the hole current density near the contact, $qDp_a/a$, where $q$ is the elementary charge. With electron mobility $\mu_n$, the field that drives such a current is of order
$$
E\sim\frac{qDp_a/a}{q\mu_nN}=\frac{D}{\mu_n a}\frac{p_a}{N}.
$$
It makes holes of mobility $\mu$ drift with flux density $\mu p_aE$. Divided by the diffusive flux density $Dp_a/a$, this is
$$
\frac{\mu p_aE}{Dp_a/a}\sim\frac{\mu}{\mu_n}\frac{p_a}{N}.
$$
Neutrality also requires the electron density to follow the hole density, so electrons diffuse as well. With electron diffusivity $D_n$, balancing that diffusion takes a field of order $D_np_a/(\mu_nNa)$. By the Einstein relation $D_n/\mu_n=D/\mu$, the resulting hole drift is of order $p_a/N$ relative to diffusion. Both corrections are then small in low injection.

The condition on the contact is a real restriction. A metal that raises the hole density in n-type silicon is a forward-biased Schottky contact, and it also draws majority electrons over its barrier. With an intrinsic density near $10^{10}$ cm$^{-3}$, holding $p_a=10^{12}$ cm$^{-3}$ at $N=10^{17}$ cm$^{-3}$ takes about 0.53 V of forward bias. For an ideal barrier of 0.80 eV, thermionic emission then gives roughly 300 A/cm² of electron current, about $10^4$ times the hole current of the example below. The ratio of drift to diffusion is then about 0.05 instead of $p_a/N$, and the hole flux rises by about 2%. If no back contact supplies these electrons, their supply limits the forward bias and with it $p_a$, unless the interface blocks electrons.

### The theorem

Define the diffusion length by $L=\sqrt{D\tau}$.

**Theorem.** Under assumptions 1 to 6 the excess hole density is
$$
p(r)=p_a\,\frac{a}{r}\,e^{-(r-a)/L}. \tag{1}
$$
The flux density entering the silicon at the contact, and the total rate through the hemisphere, are
$$
J=Dp_a\left(\frac1a+\frac1L\right),\qquad
I=2\pi Dp_a\,a\left(1+\frac aL\right). \tag{2}
$$
When $a\ll L$, these tend to $J=Dp_a/a$ and $I=2\pi Dp_a a$, with a relative error of order $a/L$.

The proof uses two lemmas. The first finds a solution and the second shows that there is no other.

**Lemma 1.** The function (1) satisfies the steady diffusion equation and all the boundary conditions.

*Proof.* Conservation of excess holes reads
$$
\frac{\partial p}{\partial t}+\nabla\cdot\mathbf j=-\frac p\tau,
\qquad \mathbf j=-D\nabla p.
$$
The second relation is Fick's law; its minus sign sends holes from high to low density. In the steady state the time derivative is zero. Inserting Fick's law gives $-D\nabla^2p=-p/\tau$, and division by $-D$ gives
$$
\nabla^2p=\frac{p}{D\tau}=\frac{p}{L^2}. \tag{3}
$$

Try a density that depends on $r$ alone. Its gradient points along the radius. At any point of the free surface the radius lies in the surface, because the centre does too. The gradient therefore has no component normal to the surface, and assumption 4 holds without further work.

For such a function $\nabla^2p=p''+2p'/r$, where a prime denotes $d/dr$. Write $p=u/r$. Differentiating twice gives
$$
p'=\frac{u'}r-\frac{u}{r^2},\qquad
p''=\frac{u''}r-\frac{2u'}{r^2}+\frac{2u}{r^3}.
$$
Adding $2p'/r=2u'/r^2-2u/r^3$ to $p''$ cancels every term except the first. Hence $\nabla^2p=u''/r$, and (3) becomes
$$
u''=\frac{u}{L^2},\qquad u=Ae^{-r/L}+Be^{r/L}.
$$
The second exponential would make $p$ grow at large $r$, against assumption 6, so $B=0$. At the contact, $p_a=Ae^{-a/L}/a$, which gives $A=p_a a\,e^{a/L}$. Substitution into $p=Ae^{-r/L}/r$ yields (1). $\square$

**Lemma 2.** The solution is unique.

*Proof.* Let $w$ be the difference of two solutions. It satisfies $\nabla^2w=w/L^2$, is zero on the contact, and has zero normal derivative on the free surface. Since $\nabla\cdot(w\nabla w)=|\nabla w|^2+w\nabla^2w$, integration over the silicon inside a large hemisphere of radius $R$ gives
$$
\int\left(|\nabla w|^2+\frac{w^2}{L^2}\right)dV
=\oint w\,\frac{\partial w}{\partial n}\,dA,
$$
with $n$ the normal pointing out of the silicon. The contact contributes nothing because $w=0$ there. The free surface contributes nothing because $\partial w/\partial n=0$ there.

The far hemisphere remains. Let $F(R)$ be the integral of $|w||\nabla w|$ over it. The integral of $F(R)$ over all $R$ is the volume integral of $|w||\nabla w|$, which is finite because both factors are square-integrable. A non-negative function with a finite integral cannot stay above a positive constant at all large $R$. There is thus a sequence of growing radii along which $F(R)\to0$. Along it the right side vanishes, so the integral on the left, taken over all the silicon, is zero. Its integrand is non-negative, and therefore $w=0$. $\square$

*Proof of the theorem.* The lemmas establish (1). To obtain the flux, differentiate the product $r^{-1}e^{-(r-a)/L}$:
$$
p'(r)=-p_a a\left(\frac1{r^2}+\frac1{rL}\right)e^{-(r-a)/L}.
$$
The outward flux density is $j(r)=-Dp'(r)$, so
$$
j(r)=Dp_a a\left(\frac1{r^2}+\frac1{rL}\right)e^{-(r-a)/L}. \tag{4}
$$
At $r=a$ the exponential is one and the bracket is $1/a^2+1/(aL)$. Multiplication by $a$ gives $J$ in (2). The area of the hemisphere is $2\pi a^2$, and $I=2\pi a^2J$ gives the second formula. The ratio of the full $J$ to its limit $Dp_a/a$ is $1+a/L$, which proves the last statement. $\square$

The total rate can be recovered from recombination. With $s=r-a$, the number of holes lost per time in the whole volume is
$$
\int_a^\infty\frac p\tau\,2\pi r^2dr
=\frac{2\pi p_a a}{\tau}\int_0^\infty(a+s)e^{-s/L}ds
=\frac{2\pi p_a a}{\tau}(aL+L^2).
$$
Since $1/\tau=D/L^2$, the right side is $2\pi Dp_a a(1+a/L)=I$. Every injected hole is accounted for.

### In what sense the radius sets the flux

The diffusivity and the contact density appear in both limits of $J$. What changes is the length that divides them. Logarithmic derivatives state this precisely. At fixed $D$, $p_a$ and $\tau$,
$$
\frac{\partial\ln J}{\partial\ln a}
=\frac{a(-1/a^2)}{1/a+1/L}=-\frac{L}{L+a}. \tag{5}
$$
For the lifetime, $L\propto\tau^{1/2}$ implies $\partial(1/L)/\partial\ln\tau=-1/(2L)$. At fixed $D$, $p_a$ and $a$,
$$
\frac{\partial\ln J}{\partial\ln\tau}
=-\frac{1/(2L)}{1/a+1/L}=-\frac{a}{2(L+a)}. \tag{6}
$$
When $a\ll L$, the first tends to $-1$ and the second to zero. A one per cent larger radius lowers the flux density by nearly one per cent, while the lifetime hardly matters. The total rate carries the extra area factor $a^2$, so its derivative is $2-L/(L+a)=(L+2a)/(L+a)$, which tends to $+1$. A smaller catalyst has a greater flux density but a smaller total leakage.

When $a\gg L$ the curvature of the contact no longer matters. Then $J\to Dp_a/L$, the flux density of a flat contact, and (6) tends to $-1/2$.

The reason for the small-radius limit is geometric. Suppose first that no holes recombine between $a$ and $R$. The rate $I$ then passes through every hemisphere, so $-2\pi r^2Dp'=I$. Integration gives
$$
p(a)-p(R)=\frac{I}{2\pi D}\left(\frac1a-\frac1R\right).
$$
Compared with the drop out to infinity, the part inside $R$ is $1-a/R$. Half the drop lies inside $2a$ and nine tenths inside $10a$. The spreading of the flow limits the current close to the contact, before recombination has had much volume in which to act.

Equation (4) shows how little is lost there. The fraction of injected holes that pass beyond $R$ is
$$
f(R)=\frac{2\pi R^2j(R)}I
=\frac{1+R/L}{1+a/L}\,e^{-(R-a)/L}. \tag{7}
$$
For small $x$, $(1+x)e^{-x}=1-x^2/2$ up to terms of order $x^3$. Applying this to numerator and denominator gives $1-f(R)\approx(R^2-a^2)/(2L^2)$ when $R\ll L$. The loss inside a few radii is of second order in $a/L$.

Setting $f(R)=1/2$ with $a\ll L$ gives $(1+x)e^{-x}=1/2$ for $x=R/L$, with solution $x\approx1.68$. Half the holes travel farther than that before they recombine. The lifetime thus determines where the holes end, even when it has little influence on how many enter.

### A worked example

Take a catalyst of radius $a=500$ nm on n-type silicon at 298 K. The donor density is $10^{17}$ cm$^{-3}$, the hole mobility 300 cm²/Vs and the lifetime 10 µs. These are rough typical values. The contact density $p_a=10^{12}$ cm$^{-3}$ is chosen, and $p_a/N=10^{-5}$ confirms low injection.

The Einstein relation, mobility times thermal voltage, gives $D=7.70$ cm²/s. Then
$$
L=\sqrt{7.704\times10^{-5}\ \mathrm{cm^2}}
=8.78\times10^{-3}\ \mathrm{cm}=87.8\ \mathrm{\mu m},
$$
and $a/L=0.0057$. With $1/a=20000$ cm$^{-1}$ and $1/L=114$ cm$^{-1}$,
$$
J=7.704\times10^{12}\times20114
=1.55\times10^{17}\ \mathrm{cm^{-2}s^{-1}}.
$$
Multiplication by the elementary charge gives 24.8 mA/cm². The contact area is $2\pi(5\times10^{-5})^2=1.57\times10^{-8}$ cm², so the total current is 390 pA.

The small-radius formula gives 24.7 mA/cm², while the flat-contact formula gives 0.141 mA/cm². At fixed contact density and lifetime, the flux density for radii of 5, 50 and 500 µm is 2.6, 0.39 and 0.17 mA/cm². The inverse-radius law fades as the radius approaches $L$. At the original radius, raising the lifetime from 1 to 100 µs makes $L$ ten times longer but lowers $J$ only from 25.1 to 24.7 mA/cm².

The density at $r=5$ µm is $10^{12}\times0.1\times e^{-4.5/87.8}=9.5\times10^{10}$ cm$^{-3}$. Nearly all the fall to this point is geometric. By the estimate after (7), only about $(25-0.25)/(2\times87.8^2)=0.16\%$ of the injected holes have recombined inside this radius; (7) itself gives 0.155%. Half have recombined inside 147 µm.

The solution was also tested without assuming that the density is radial. A finite-volume calculation in radius and angle used the example's values, a reflecting surface, and zero density at $15L$. Its largest density error was $7\times10^{-7}$ of $p_a$, and its total current differed from (2) by $1.5\times10^{-4}$ of that current.

## Part two: supply, surfaces, depletion and neighbours

In this part, $p$ is the excess hole density, $D$ the hole diffusivity, $\tau$ the lifetime, $L=\sqrt{D\tau}$ the diffusion length, and $a$ the catalyst radius. For a contact held at $p_a$ on an ideal half-space, part one gave
$$
p_0(r)=p_a\frac ar e^{-(r-a)/L},\quad
J_0=Dp_a\left(\frac1a+\frac1L\right),\quad
I_0=2\pi a^2J_0. \tag{8}
$$
The subscript 0 marks a reflecting free surface. The example has $a=500$ nm, $L=87.8$ µm, $D=7.70$ cm²/s and $p_a=10^{12}$ cm$^{-3}$, with $I_0$ equivalent to 390 pA. Several assumptions behind (8) are now relaxed one at a time, with the others kept. Low injection, uniform doping and a constant bulk lifetime are kept throughout.

### When the contact cannot hold its density

A contact with a finite rate of exchange does not fix $p_a$. Let $p_*$ be the density it would sustain at zero net flux, and let $k$ be an exchange speed. The net flux into silicon is then $J=k(p_*-p_a)$.

**Proposition 1.** With this contact law,
$$
J=\frac{p_*}{1/k+1/v},\qquad v=\frac Da+\frac DL. \tag{9}
$$

*Proof.* Diffusion in the silicon still requires $J=vp_a$ by (8), so $p_a=J/v$. The contact law gives $p_*-p_a=J/k$. Adding the two equations gives $p_*=J(1/k+1/v)$. $\square$

The contact and the silicon act as two resistances in series. If $k\gg v$, the density is held at $p_*$ and the theorem applies. If $k\ll v$, then $J\to kp_*$, which does not depend on the radius. For a small catalyst $v\approx D/a$, so the inverse-radius law for the flux density requires
$$
\frac Dk\ll a\ll L. \tag{10}
$$

When a slow oxidant reaction delivers a fixed flux density $G$, the appropriate limit is $k\to0$ with $kp_*=G$. Then $J=G$, and the contact density becomes
$$
p_a=\frac Gv=\frac{Ga}{D(1+a/L)}.
$$
In that regime the radius determines the density at the contact and the chemistry determines the flux. A claim that radius sets the flux must therefore say what the contact holds fixed.

For a sense of scale, take $k$ to be the one-way thermal speed of holes, a quarter of their mean speed $\bar v$. A Maxwellian gas delivers the flux density $p\bar v/4$ to a plane from one side. With a rough hole mass of 0.4 electron masses, $k=4.24\times10^6$ cm/s and $D/k=18$ nm. In the example $v=J_0/p_a=1.55\times10^5$ cm/s, so the flux is multiplied by
$$
\frac1{1+v/k}=\frac1{1+0.0366}=0.965.
$$
This is a reduction of 3.5% relative to a perfectly held density. The choice of $k$ is itself uncertain by a factor of about two: a net flux skews the hole velocities at the contact, and for a contact that absorbs every arriving hole this makes the effective $k$ nearly $\bar v/2$ and the reduction about 2%. A real interface may exchange holes more slowly, and a barrier changes the appropriate $k$, so the figure is a scale and not a prediction for a real contact.

The same kinetic picture limits the use of Fick's law. For a mean free path $\ell$, the estimate $D=\bar v\ell/3$ gives $\ell=14$ nm. Since $k=\bar v/4$, it also gives $D/k=4\ell/3$. A radius comparable with $D/k$ is thus comparable with the mean free path, where the diffusion equation itself is doubtful.

Equation (9) was tested against numerical solutions of the radial boundary-value problem. They used $a/L=0.05$, 0.5 and 5, each with $k=1$ and 30 in units of $D/L$ and with unlimited exchange. The largest relative difference in flux was $2.3\times10^{-9}$.

For an isolated catalyst that holds its contact density on an ideal half-space, the radius sets the injected flux density when $a\ll L$, and a finite exchange speed adds the requirement $D/k\ll a$. What remains is to see how surface recombination, a depletion layer, neighbouring catalysts and sinking into a pore change this result.
